\section*{How a 0.1 eV Adsorption Error Moves a Hydrogen-Termination Boundary}

\section{The estimate}

A surface that binds hydrogen, in equilibrium with hydrogen gas, is hydrogen-terminated when cold and bare when hot. Suppose that the calculated binding energy of each adsorbed H atom is wrong by $\delta e$. To first order the predicted boundary temperature moves in proportion to $\delta e$, and the coefficient must have the dimension of temperature over energy, that is, of an inverse entropy:
\begin{equation}
\delta T=-\frac{\delta e}{s}=-\frac{1}{s/k}\,\frac{\delta e}{k}.
\end{equation}
Here $k$ is Boltzmann's constant. The entropy $s$ is what an H atom loses on leaving the gas for the surface. If the adsorbed atom has no thermal entropy, $s$ is half the entropy of an H$_2$ molecule. The minus sign says that stronger binding, $\delta e<0$, lets hydrogen survive to higher temperature.

At 800 K and 1 bar each molecule has about $1.3\times10^6$ thermal volumes (cubes of the thermal wavelength) to itself. The logarithm of this number is 14.1, and translation adds $5/2$. Rotation gives about $\ln 4.6+1=2.5$. The molecular entropy is therefore about $19k$, or $9.6k$ per atom. Since $0.1$ eV$/k$ is 1160 K, the boundary moves by about $1160/9.6\simeq120$ K.

The derivation below supplies these factors and the conditions on the estimate. ``Per atom'' means per adsorbed H atom, not per surface atom or per H$_2$ molecule.

\section{The boundary condition}

Let $e$ be the energy at 0 K of one adsorbed H atom, counted from half an H$_2$ molecule in its lowest level. It is negative for bound hydrogen and includes zero-point energies. Let $\mu$ be half the chemical potential of H$_2$, with the same energy zero. The gas is ideal and in equilibrium with the surface.

Covering a surface cell with $n$ atoms costs $ne$ and removes $n$ atoms from the gas. Relative to the bare surface, the free energy per cell is
\begin{equation}
G_n=n(e-\mu),
\end{equation}
provided that the thermal free energy of surface vibrations is neglected. The covered surface is stable for $G_n<0$, so the boundary is at
\begin{equation}
\mu(T,p)=e. \label{boundary}
\end{equation}
The number $n$ has cancelled. Changing $e$ by $\delta e$ at fixed pressure, and using $(\partial\mu/\partial T)_p=-s$, gives
\begin{equation}
-s\,\delta T=\delta e,\qquad \delta T=-\frac{\delta e}{s}. \label{linear}
\end{equation}

\section{The entropy of the gas}

In atomic units ($\hbar=1$), a molecule of mass $M$ in a volume $V$ has the translational partition function
\begin{equation}
V\int\frac{d^3P}{(2\pi)^3}\,e^{-P^2/2MkT}
=\frac{V(2\pi MkT)^{3/2}}{(2\pi)^3}
=V\left(\frac{MkT}{2\pi}\right)^{3/2}.
\end{equation}

The rotational energies are $BJ(J+1)$ with degeneracy $2J+1$. Two protons have four spin states, three going with odd $J$ and one with even $J$. Two adsorbed atoms also have four spin states, so this factor is removed from both sides, leaving weights $3/4$ and $1/4$. For $kT\gg B$ the sum over all $J$ tends to
\begin{equation}
\int_0^\infty (2J+1)e^{-BJ(J+1)/kT}\,dJ=\frac{kT}{B}.
\end{equation}
The even and odd sums each tend to half of this, so the weighted total is $(3/4+1/4)kT/2B=kT/2B$.

A harmonic vibration of quantum $w$, counted from its lowest level, contributes $\sum_v e^{-vw/kT}=1/(1-e^{-w/kT})$.

Let $z$ be the product of the three factors. For $N$ molecules the partition function is $z^N/N!$. With Stirling's formula, the free energy is $F=-kT(N\ln z-N\ln N+N)$, and $\partial F/\partial N=-kT\ln(z/N)$. Substituting $V/N=kT/p$ and halving gives
\begin{align}
\mu&=-\frac{kT}{2}\Lambda,\\
\Lambda&=\ln\left[\left(\frac{MkT}{2\pi}\right)^{3/2}
\frac{kT}{p}\,\frac{kT}{2B}\,
\frac{1}{1-e^{-x}}\right],\qquad x=\frac{w}{kT}.
\end{align}

The explicit powers of $T$ in $\Lambda$ add up to $7/2$. Since $dx/dT=-x/T$, the vibrational factor gives
\begin{equation}
T\frac{d}{dT}\left[-\ln(1-e^{-x})\right]
=-T\,\frac{e^{-x}}{1-e^{-x}}\,\frac{dx}{dT}
=\frac{x}{e^x-1}.
\end{equation}
Hence
\begin{equation}
s=-\left(\frac{\partial\mu}{\partial T}\right)_p
=\frac{k}{2}\left[\Lambda+\frac72+\frac{x}{e^x-1}\right]. \label{entropy}
\end{equation}

The enthalpy per atom is $h=\mu+Ts=(kT/2)[7/2+x/(e^x-1)]$. At the boundary $\mu=e$, so $s=(h-e)/T$ and
\begin{equation}
\frac{\delta T}{T}=-\frac{\delta e}{h-e}. \label{relative}
\end{equation}
The relative temperature error is the energy error divided by the enthalpy needed to desorb one atom.

\section{Numbers at 800 K and 1 bar}

The molecular constants come from an H$_2$ potential curve computed by full configuration interaction in the cc-pVTZ basis. This treats electron correlation fully within that basis, but retains the error of the finite basis and leaves out non-adiabatic effects. The bond length is 0.743 \AA, $B=0.007526$ eV and $w=0.5463$ eV. The last digit of $w$ is limited by the spline interpolation of the curve; a finer local fit gives 0.5468 eV. The larger cc-pVQZ basis gives 0.742 \AA, $B=0.007540$ eV and $w=0.5461$ eV. These changes alter $s$ by only 0.0001 meV/K and leave the shift below unchanged.

With $kT=0.06894$ eV, the logarithm is $\Lambda=15.633$. The ratio $x=7.92$ makes the vibrational term in (\ref{entropy}) only 0.003. Therefore
\begin{equation}
\frac{s}{k}=\frac{15.633+3.5+0.003}{2}=9.57,
\qquad s=0.8245\ \text{meV/K}.
\end{equation}
For 0.1 eV of overbinding,
\begin{equation}
\delta T=\frac{100\ \text{meV}}{0.8245\ \text{meV/K}}=121\ \text{K}.
\end{equation}
A boundary at 800 K requires $e=\mu=-0.539$ eV. With $h=0.121$ eV, equation (\ref{relative}) gives the same shift as $800\times0.1/0.660=121$ K.

The error is large enough for curvature to be visible. Differentiating $h=\mu+Ts$ at fixed pressure gives the heat capacity $c=dh/dT=T\,ds/dT$, so $d^2\mu/dT^2=-c/T$. The boundary condition to second order is
\begin{equation}
s\,\delta T+\frac{c}{2T}(\delta T)^2=-\delta e.
\end{equation}
Write $y=-\delta e/s$ and replace $\delta T$ by $y$ in the small quadratic term:
\begin{equation}
\delta T\simeq y-\frac{c\,y^2}{2Ts}.
\end{equation}
With $c=0.1518$ meV/K the correction is $-1.7$ K for either sign of the error. Solving (\ref{boundary}) numerically gives $+119.7$ K for stronger binding and $-123.1$ K for weaker binding, in agreement.

The closed formula was also compared with a direct sum over rotation-vibration levels, obtained by solving the nuclear Schr\"odinger equation on the same curve. The sum gives $s=0.8269$ meV/K, 0.3\% above the closed formula. With $e$ reset to keep the boundary at 800 K, the shifts are $+119.4$ and $-122.8$ K. The rigid-rotor and harmonic approximations therefore do not limit the estimate.

\section{Other readings of the same error}

Overbinding by 0.1 eV per H$_2$ molecule is 0.05 eV per atom and raises the boundary by 60 K.

At fixed temperature the error appears as a pressure. Since $\mu$ contains $(kT/2)\ln p$, overbinding by 0.1 eV lowers the boundary pressure by the factor $\exp(0.2\ \text{eV}/kT)$, which is 18 at 800 K.

At 10 Torr, with $e$ held fixed, the boundary falls to 650 K and the shift for stronger binding to 101 K. Equation (\ref{relative}) shows why: $T$ falls by 19\%, whereas $h-e$ changes little because it is mostly $-e$.

A boundary between two covered phases needs more care. Equating $n_1(e_1-\mu)$ and $n_2(e_2-\mu)$ gives
\begin{equation}
\mu=\frac{n_2e_2-n_1e_1}{n_2-n_1}.
\end{equation}
An equal error in $e_1$ and $e_2$ passes through unchanged. For $n_1=1$ and $n_2=2$, however, an error of $-0.1$ eV in $e_2$ alone changes the right-hand side by $-0.2$ eV. Direct minimisation over the bare and two covered phases then moves the boundary from 800 to 1037 K, a shift of 237 K. This holds while the singly covered phase is stable at the new boundary, which requires $e_1<-0.74$ eV.

\section{What the neglected effects do}

\subsection{Surface vibrations}

Let an adsorbed atom have harmonic quanta $w_i$. Its thermal free energy, without zero-point energy, is
\begin{equation}
f(T)=kT\sum_i\ln\left(1-e^{-w_i/kT}\right).
\end{equation}
The boundary becomes $\mu=e+f$. With $s_{\rm ad}=-df/dT$, its first-order change is
\begin{equation}
-s\,\delta T=\delta e-s_{\rm ad}\,\delta T,
\qquad
\delta T=-\frac{\delta e}{s-s_{\rm ad}}.
\end{equation}
Adsorption now costs less entropy, so the boundary is more sensitive to energy errors.

For rough quanta of 0.25 eV (stretch) and 0.07 eV (each of two bends), $s_{\rm ad}=0.188$ meV/K at 800 K. If $e$ is readjusted to keep the boundary there, the linear shift is $100/(0.8245-0.1878)=157$ K, 30\% above the estimate without vibrations. If $e$ is held at $-0.539$ eV instead, the boundary itself moves to 901 K, and the shifts about it are $+159$ and $-157$ K. These numbers depend on the assumed quanta, mainly the bends: quanta of 0.36, 0.15 and 0.15 eV give a linear shift of 133 K, and quanta of 0.28, 0.04 and 0.04 eV give 182 K. The figure of 120 K thus belongs to the stated model and is not a full error bar.

Substrate modes can act the other way. In the classical limit, raising the frequencies of three modes by 10\% adds $3kT\ln1.1$ to the free energy per adsorbed atom. This term already includes the change in the zero-point energy of these modes, which must then be left out of $e$. With the adsorbate's own vibrations left out, this assumed change lowers the boundary to 777 K and gives a shift of 117 K for stronger binding.

\subsection{Zero-point energy}

Zero-point energy is independent of temperature and belongs in $e$. The same three quanta give $0.195$ eV for adsorbed H, against $0.2706/2=0.135$ eV for half a molecule, where 0.2706 eV is the anharmonic ground-level energy on the computed curve (the harmonic value $w/2$ is 0.273 eV). Omitting the difference of 0.060 eV would place the 800 K boundary at 872 K.

\subsection{The width of the boundary}

If atoms occupy independent sites in groups of $m$, each group is empty with weight 1 or full with weight $e^{-m(e-\mu)/kT}$. The coverage is
\begin{equation}
\theta=\frac{1}{1+e^{m(e-\mu)/kT}}.
\end{equation}
Half coverage lies at $\mu=e$ for any $m$, so the shifts found above for the boundary between the bare and the covered surface apply to this midpoint. The formula does not describe a boundary between two covered phases. The transition is nevertheless broad. Without surface vibrations, coverage falls from 90\% to 10\% between 648 and 1031 K for single atoms ($m=1$), and between 717 and 903 K for atoms bound in pairs ($m=2$). In both cases a sharp line drawn at $\mu=e$ hides a range wider than the 120 K shift. Larger groups would narrow the range. The weights assume that empty and full groups have equal degeneracy. If an empty single site is a spin doublet, as an unpaired dangling bond is, the $m=1$ midpoint falls to 746 K at the same $e$, and the shift for stronger binding becomes 113 K.

\subsection{Gas non-ideality}

For hard spheres of diameter $\sigma$, the leading correction to the molecular chemical potential is $2\pi\sigma^3p/3$. Half of this, with $\sigma=3$ \AA, moves the boundary by about 0.02 K, which is negligible here.

\section{Limits of the example}

The value $e=-0.539$ eV was fixed by placing the boundary at 800 K; it is not a calculated binding energy for any particular surface. If hydrogen atoms pair on surface dimers, with a pairing energy large compared with $kT$, the $m=2$ width is the relevant one, although interactions between dimers are still missing. Among the neglected effects sized in the preceding section, thermal adsorbate vibrations change the sensitivity most, from 121 to 157 K per 0.1 eV for the rough quanta assumed. A surface growing from hydride precursors also receives hydrogen from them and loses it at a finite rate. Its coverage need not be the equilibrium one, and the size of that departure requires a kinetic model. The computed values are collected in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Reference temperature: 800 K
Reference pressure: 1 bar
Binding error per H atom: 0.10 eV
H2 bond length, FCI/cc-pVTZ: 0.7426 angstrom
H2 rotational constant B: 0.007526 eV
H2 harmonic quantum w: 0.5463 eV
Thermal energy kT at 800 K: 0.06894 eV
Logarithm in gas formula: 15.633 (no unit)
mu = e at boundary, closed formula: -0.5389 eV
mu at 800 K, level sum: -0.5415 eV
Gas entropy s per H, closed formula: 0.8245 meV/K
Gas entropy s per H, level sum: 0.8269 meV/K
Gas enthalpy h per H: 0.1207 eV
h - e at boundary: 0.6596 eV
Gas heat capacity c per H: 0.1518 meV/K
Linear boundary shift: 121.3 K
Second-order correction: -1.69 K
Shift for 0.1 eV stronger binding: 119.7 K
Shift for 0.1 eV weaker binding: -123.1 K
Level-sum shift, stronger binding: 119.4 K
Level-sum shift, weaker binding: -122.8 K
Shift for 0.1 eV per H2 molecule: 60.2 K
Boundary pressure factor at 800 K: 18.2 (no unit)
Boundary at 10 Torr, same e: 650.5 K
Shift at 10 Torr, stronger binding: 101.0 K
Dense phase upper limit before error: 799.9 K
Dense phase upper limit after error: 1036.6 K
Rough adsorbate stretch quantum: 0.25 eV
Rough adsorbate bend quantum (two): 0.07 eV
Adsorbate vibrational entropy: 0.1878 meV/K
Adsorbate thermal free energy at 800 K: -0.0639 eV
Linear shift with vibrations at 800 K: 157.1 K
Boundary with vibrations, same e: 900.7 K
Its shift for stronger binding: 159.4 K
Its shift for weaker binding: -157.3 K
H2 zero-point energy per molecule: 0.2706 eV
Adsorbed H zero-point energy: 0.1950 eV
Zero-point change per H: 0.0597 eV
Boundary if zero-point change omitted: 871.8 K
Boundary with 10% stiffer substrate modes: 776.7 K
Its shift for stronger binding: 116.9 K
Independent H: 90% coverage at: 648.3 K
Independent H: 10% coverage at: 1031.1 K
Paired H: 90% coverage at: 716.9 K
Paired H: 10% coverage at: 902.5 K
Gas non-ideality per H, 3 angstrom spheres: 0.0176 meV
Boundary shift from non-ideality: 0.021 K
\end{verbatim}
